Perdew-Zunger Orbital Equations and the Pederson Localization Condition

**Result**

Let E_DFA be the energy given by an approximate density functional for exchange and correlation. The Perdew-Zunger energy subtracts the self-interaction error of each occupied spin orbital:

E = E_DFA[n↑, n↓] − Σ_i ( U[n_i] + E_xc[n_i, 0] ),  n_i = |φ_i|².  (1)

For orthonormal, singly occupied spin orbitals, E is stationary if and only if two conditions hold within each spin:

H_i φ_i = Σ_j Λ_ji φ_j,  H_i = h + v_i,  (2)

⟨φ_j| v_i − v_j |φ_i⟩ = 0 for every occupied pair i, j.  (3)

Here h is the Kohn-Sham operator of the uncorrected functional for that spin, and v_i = −(v_H[n_i] + v_xc[n_i, 0]) is the correction potential of orbital i. Equation (3) is the Pederson localization condition. It is equivalent to Λ = Λ†, where Λ_ji = ⟨φ_j|H_i|φ_i⟩.

Every differentiable minimum is a stationary point, so Λ is Hermitian there. The converse fails: Λ is also Hermitian at saddle points. Nor does equation (2) imply equation (3) when Λ is left unrestricted. An implementation must therefore converge both conditions and then examine the curvature.

**Conventions and the one-electron limit**

Hartree atomic units are used. The external potential v_ext is real and there is no magnetic field. The Hartree energy and potential are

U[n] = ½ ∫∫ n(r) n(r′)/|r − r′| dr dr′,  v_H[n](r) = ∫ n(r′)/|r − r′| dr′.

E_xc is assumed to depend on the spin densities, possibly with their gradients, and to have functional derivatives. In E_xc[n_i, 0] the first argument is the spin channel of orbital i, so for a spin-down orbital the two channels exchange roles. Indices i and j below run over the occupied orbitals of one spin. Orbitals of opposite spin are orthogonal through their spin functions and need no multiplier.

The correction rests on an exact one-electron condition. For a density holding one electron, the electron repulsion operator contributes nothing. The exact constrained-search functional F[n], the minimum of kinetic plus repulsion energy at density n, is then the same as the non-interacting kinetic functional T_s[n]. Since F = T_s + U + E_xc,

U[n_i] + E_xc[n_i, 0] = 0 for the exact functional.

Approximate functionals generally violate this. Two limits follow from (1). With the exact functional the correction vanishes for any set of orbitals, so it has no preference for localized ones. With an approximate functional and a single electron, n = n_1, the subtracted terms cancel the Hartree and exchange-correlation energies in E_DFA. What remains is ⟨φ_1| −½∇² + v_ext |φ_1⟩, the correct one-electron energy. Neither limit shows that (1) is accurate for many electrons.

**First variation of the energy**

Write the uncorrected energy as

E_DFA = Σ_i ⟨φ_i| −½∇² |φ_i⟩ + ∫ v_ext n dr + U[n] + E_xc[n↑, n↓],

with the sum over both spins and n = n↑ + n↓. Change one orbital by δφ_i. To first order its density changes by

δn_i = δφ_i* φ_i + φ_i* δφ_i.

The total density and the density of that spin change by the same amount. The Hartree term gives δU[n] = ∫ v_H[n] δn_i dr: the factor ½ in U is cancelled because either of the two density factors may be varied. The exchange-correlation term gives ∫ v_xc δn_i dr, where v_xc is the derivative with respect to the density of this spin. The kinetic term gives ⟨δφ_i| −½∇² |φ_i⟩ plus its complex conjugate, after integration by parts with vanishing boundary terms. Together,

δE_DFA = ⟨δφ_i|h|φ_i⟩ + c.c.,  h = −½∇² + v_ext + v_H[n] + v_xc[n↑, n↓].

In the subtracted sum, the term of orbital i alone depends on φ_i. Its variation is

−∫ (v_H[n_i] + v_xc[n_i, 0]) δn_i dr = ⟨δφ_i|v_i|φ_i⟩ + c.c.

Therefore

δE = ⟨δφ_i|H_i|φ_i⟩ + c.c. = 2 Re ⟨δφ_i|H_i|φ_i⟩.  (4)

Each H_i is Hermitian, but the operators differ from orbital to orbital. Eigenfunctions of different Hermitian operators need not be orthogonal, which is why the orthogonality constraints need multipliers that cannot in general be removed by a rotation of the orbitals.

**Lagrange multipliers**

Impose ⟨φ_i|φ_j⟩ = δ_ij through

L = E − Σ_ij Λ_ji ( ⟨φ_i|φ_j⟩ − δ_ij ).

Do not assume that Λ is Hermitian. The varied orbital occurs once as a bra and once as a ket. Collecting both places,

δL = ⟨δφ_i| H_i φ_i − Σ_j Λ_ji φ_j ⟩ + ⟨ H_i φ_i − Σ_j Λ_ij* φ_j | δφ_i ⟩.

The complex conjugate in the second term arises because Λ_ij ⟨φ_j|δφ_i⟩ = ⟨Λ_ij* φ_j|δφ_i⟩. Replacing δφ_i by i δφ_i, where the prefactor i is the imaginary unit, multiplies the first term by −i and the second by +i. If δL vanishes for both variations, each term vanishes separately:

H_i φ_i = Σ_j Λ_ji φ_j,  H_i φ_i = Σ_j Λ_ij* φ_j.  (5)

The first of these is equation (2), and projection on φ_j gives Λ_ji = ⟨φ_j|H_i|φ_i⟩. The orbitals are linearly independent, so equating the two expansions gives

Λ_ji = Λ_ij*.  (6)

Hermiticity is thus a consequence of stationarity, not a property of the definition of Λ. To see what it demands, use the Hermiticity of H_j:

Λ_ij* = ⟨φ_i|H_j|φ_j⟩* = ⟨φ_j|H_j|φ_i⟩.

Define K = Λ − Λ†. Then

K_ji = ⟨φ_j|H_i − H_j|φ_i⟩ = ⟨φ_j|v_i − v_j|φ_i⟩.  (7)

The common operator h has cancelled. Setting K = 0 gives equation (3). The diagonal elements vanish identically, so N orbitals of one spin give N(N − 1)/2 complex conditions.

The cancellation requires equal occupations. If orbital i has occupation f_i and its self-interaction is evaluated at density f_i n_i, equation (4) acquires a factor f_i. The difference in (7) then contains (f_i − f_j)⟨φ_j|h|φ_i⟩, and equation (3) in its simple form no longer applies.

**Direct proof by orbital rotations**

The same result follows without multipliers, and this route also proves sufficiency. Any first-order variation can be split into a part inside the occupied space and a part outside it:

δφ_i = Σ_j φ_j A_ji + χ_i,  ⟨φ_j|χ_i⟩ = 0 for all occupied j.

Preserving orthonormality to first order requires

⟨δφ_i|φ_j⟩ + ⟨φ_i|δφ_j⟩ = A_ji* + A_ij = 0,

so A is anti-Hermitian, while the χ_i are free. Insert the variation in (4) and sum over i:

δE = Σ_ij ( A_ji* Λ_ji + A_ji Λ_ji* ) + 2 Re Σ_i ⟨χ_i|H_i|φ_i⟩.

In the second term of the first sum, use A_ji = −A_ij* and then exchange the names i and j. It becomes −Σ_ij A_ji* Λ_ij*. Hence

δE = Σ_ij A_ji* K_ji + 2 Re Σ_i ⟨χ_i|H_i|φ_i⟩.  (8)

If (2) holds, H_i φ_i lies in the occupied space and the second sum vanishes. If (3) holds, K = 0 and the first sum vanishes. The two conditions are therefore sufficient. They are also necessary. Since K is itself anti-Hermitian, the choice A = −ηK with small η > 0 is allowed, and it gives δE = −η Σ_ij |K_ji|², which is negative unless K = 0. Likewise, choosing χ_i = −η(1 − P)H_i φ_i, with P the projector on the occupied space, lowers E unless (1 − P)H_i φ_i = 0.

For two orbitals of one spin, mix with angle θ and a phase factor p, |p| = 1:

φ_1 → cos θ φ_1 + p sin θ φ_2,
φ_2 → −p* sin θ φ_1 + cos θ φ_2.

At θ = 0 this means A_21 = p and A_12 = −p*. Since K_12 = −K_21*,

dE/dθ = p* K_21 − p K_12 = 2 Re( p* K_21 ).  (9)

For real mixing, p = 1, the slope is twice the real part of K_21; for imaginary mixing, p = i, it is twice the imaginary part. With real orbitals the second slope is zero, so a real solution is also stationary among complex orbitals. Its curvature in the imaginary direction is a separate question.

Such mixing leaves the density of each spin, and hence E_DFA, unchanged. The correction alone responds. Condition (3) therefore selects, within a given occupied space, orbitals for which the sum of self-interaction corrections is stationary.

**Why equation (2) is not enough**

Suppose H_i φ_i = Σ_j Λ_ji φ_j is solved with Λ_ji computed as ⟨φ_j|H_i|φ_i⟩. Projecting the equation on an occupied φ_j reproduces the definition of Λ_ji and gives no new information. Its remaining content is (1 − P)H_i φ_i = 0. Such a solution can have K ≠ 0, and by (8) its energy then has a nonzero slope.

A residual built with the Hermitian part of Λ detects both errors:

R_i = H_i φ_i − ½ Σ_j ( Λ_ji + Λ_ij* ) φ_j.  (10)

Its occupied components are

⟨φ_j|R_i⟩ = Λ_ji − ½(Λ_ji + Λ_ij*) = ½ K_ji,

and its component outside the occupied space is (1 − P)H_i φ_i. Thus all R_i vanish if and only if both conditions hold.

In a non-orthogonal basis with overlap matrix S, let column i of C contain the coefficients of φ_i, normalized by C†SC = 1. Let column i of F be the matrix of H_i times column i of C. Then

Λ = C†F,  K = Λ − Λ†,  R = F − ½ S C (Λ + Λ†).

For a closed shell with equal real spatial orbitals for both spins, the derivative of E with respect to C, before orthonormality is imposed, is 4F. One factor 2 comes from the complex conjugate term in (4), the other from the two spins. The slope for a common real rotation of a pair is correspondingly 4K_21.

**Canonical orbitals**

At a stationary point Λ can be diagonalized by a unitary matrix W, with ΛW = Wε and real ε_a. Define ψ_a = Σ_i φ_i W_ia and the operator

G = Σ_i H_i |φ_i⟩⟨φ_i|.

Because ⟨φ_i|ψ_a⟩ = W_ia,

Gψ_a = Σ_i H_i φ_i W_ia = Σ_ij φ_j Λ_ji W_ia = ε_a ψ_a.

These canonical orbitals span the same space as the φ_i, but they are not in general the orbitals that make (1) stationary. The potentials v_i inside G, and the energy, must still be computed from the φ_i.

**LiH: from a non-Hermitian to a Hermitian matrix**

The example uses exchange-only LSD, the 6-31G** basis with spherical d functions, and closed shells with equal real spatial orbitals for both spins. The bond length is set to 3.0 bohr. There are two orbitals per spin: orbital 1 is centred near Li and orbital 2 lies towards H. Energies and elements of Λ are in hartree. The signs of off-diagonal elements and of rotation angles depend on the relative sign of the two orbitals, chosen here so that K_21 is positive for the Kohn-Sham orbitals. The digits belong to this basis and are not basis-set limits. In cc-pVTZ the minimum energy falls by 0.0057 to −7.9945, K_21 of the Kohn-Sham orbitals becomes 0.0349, the best angle −3.66°, Λ_12 at the minimum −0.1100, the eigenvalues of Λ −0.3046 and −2.4418, and the curvature for real mixing 2.13. Cartesian d functions in 6-31G** change K_21 to 0.0384 and the angle to −3.91°.

For the Kohn-Sham orbitals of the uncorrected functional,

Λ_12 = −0.01344,  Λ_21 = 0.02543,
K_21 = 0.02543 + 0.01344 = 0.03887.

The slope for a common rotation is 4 × 0.03887 = 0.1555 hartree/rad. It is positive, so a negative angle lowers the energy. A search using energies alone, within the fixed Kohn-Sham occupied space, finds its minimum at −3.937°, or −0.0687 rad. There |K_21| has fallen to about 10⁻⁸, as (3) requires. The energy drops from −7.97916 to −7.98442, a gain of 0.00526. A parabola with the initial slope and this minimum would give ½ × 0.1555 × 0.0687 = 0.00534, within 2% of the computed gain.

Relaxing the occupied space as well gives

E = −7.69160 − 0.29719 = −7.98879 hartree (−217.39 eV),

where the first term is the LSD energy and the second the correction. Relative to the Kohn-Sham orbitals, the LSD part rises by 0.00393 and the correction falls by 0.01356, a net gain of 0.00963. The multiplier matrix is now

Λ_11 = −2.4420,  Λ_22 = −0.3100,  Λ_12 = Λ_21 = −0.1123.

Its off-diagonal elements are larger in magnitude than those of the Kohn-Sham orbitals. The condition asks for a Hermitian matrix, not a diagonal one. The orbital centres are at z = −0.003 and 2.638 bohr, with Li at 0 and H at 3.

The eigenvalues of Λ follow from its mean diagonal, −1.3760, and half the diagonal difference, 1.0660:

ε = −1.3760 ± √(1.0660² + 0.1123²) = −0.3041 and −2.4479.

The canonical orbitals are rotated from the minimizing ones by an angle of magnitude ½ arctan(0.1123/1.0660) = 0.0525 rad. Inserting them in (1) raises the energy by 0.00305. The curvature for real mixing, 2.153 hartree/rad² from a second difference of the energy at ±0.01 rad, predicts ½ × 2.153 × 0.0525² = 0.00297, within 3% of that value.

Twenty random small real variations all raised the energy, which is consistent with a local minimum among real closed-shell orbitals but does not prove it, since random directions can miss a single direction of negative curvature. The curvature for imaginary mixing of the pair is about 1.70 hartree/rad², also positive. These checks do not exclude a lower minimum elsewhere, or one with different orbitals for the two spins.

**A solution of the orbital equations that is not stationary**

Rotate the two minimizing LiH orbitals by 0.20 rad, then relax them by admixing unoccupied functions, without directly mixing the occupied pair. The component of H_i φ_i outside the occupied space falls below 10⁻⁶, so equation (2) is satisfied to that accuracy. However,

Λ_12 = 0.1743,  Λ_21 = 0.2944,  K_21 = 0.1202.

The formula gives a slope of 4K_21 = 0.4806 hartree/rad, and a finite difference of the energy gives the same value. The energy is 0.0470 hartree above the minimum. Such solutions form a continuous family, so the last digit of these values depends on the route of the relaxation. Monitoring the outside component alone would have reported convergence.

**Hermitian but unstable: two hydrogen molecules**

Place two parallel H₂ molecules, each with bond length 1.4 bohr, 4.0 bohr apart. One solution has an even orbital φ_1 and an odd orbital φ_2 under the reflection that exchanges the molecules. Both densities n_1 and n_2 are even, so v_1 − v_2 is even. The integrand φ_2*(v_1 − v_2)φ_1 is odd and integrates to zero. Symmetry therefore satisfies (3) although each orbital is spread over both molecules.

After relaxation outside the occupied space, this solution is stationary with E = −2.0755 hartree. Its curvature for real mixing is −1.619 hartree/rad², so it is not a minimum. The localized solution has E = −2.2575 hartree and curvature 0.947 hartree/rad². Localization gains 0.1820 hartree (4.95 eV). The orbital centres move from x = 0 to x = ±2.02 bohr, close to the molecular planes at ±2. These values are for the same functional and basis as in LiH; in cc-pVTZ the two energies are −2.0806 and −2.2610 hartree, the gain is 0.1804 hartree and the curvatures are −1.58 and 0.97 hartree/rad².

A two-site estimate shows which terms compete. Let n_L and n_R be equivalent localized densities with negligible overlap, each with Hartree energy U_0 and LSD exchange energy X_0 < 0, and let J be their mutual Coulomb repulsion. Each delocalized orbital has density (n_L + n_R)/2. Since U is quadratic in the density, and LSD exchange scales as its 4/3 power,

U = ¼(2U_0 + J) = ½U_0 + ¼J,
E_x = 2 × 2^(−4/3) X_0 = 2^(−1/3) X_0.

The correction subtracts U + E_x for each of four spin orbitals. Localization at fixed total density therefore gains

4 [ ½U_0 − ¼J − (1 − 2^(−1/3)) |X_0| ].

Spreading an orbital reduces its Hartree self-energy, which favours localization in (1); mutual repulsion and exchange oppose this. With the localized orbitals above, U_0 = 0.3295, X_0 = −0.2839 and J = 0.2420 hartree, so the estimate is 0.183 hartree, against 0.190 for a direct rotation by π/4 at fixed density. The estimate needs negligible overlap: at a separation of 1.6 bohr, with Hartree-Fock occupied orbitals, it gives −0.004 while the rotation still gains 0.058. As the symmetric solution shows, the name "localization condition" does not guarantee localized orbitals. Equation (3) locates stationary points, and the energy and its curvature decide which of them are minima.

The numerical check also compares (4) and (9) with finite differences for complex orbitals, where both the real and the imaginary part of the condition are nonzero.

Computed results

```
All energies in hartree unless stated; curvatures in hartree/rad^2
LiH bond length (bohr): 3.0
LiH LSD energy, KS orbitals: -7.695533
LiH PZ correction, KS orbitals: -0.283624
LiH PZ energy, KS orbitals: -7.979157
Largest functional-derivative error: 5.8e-11
Real mixing slope, one spin: difference, formula: 0.3114870 0.3114871
Imaginary mixing slope, one spin: difference, formula: 0.1945333 0.1945333
KS orbitals Lambda row 1: -2.450503 -0.013440
KS orbitals Lambda row 2: 0.025425 -0.314405
KS orbitals <2|v1-v2|1>: 0.038865
Best angle in KS space (degrees): -3.9372
PZ energy at best angle: -7.984418
|<2|v1-v2|1>| at best angle: 1.4e-08
LiH minimum: LSD part: -7.691600
LiH minimum: PZ correction: -0.297188
LiH minimum: PZ energy: -7.988788
LiH minimum: PZ energy (eV): -217.386
LiH minimum Lambda row 1: -2.441993 -0.112317
LiH minimum Lambda row 2: -0.112317 -0.309972
LiH minimum |Lambda21-Lambda12|: 4.5e-09
LiH minimum residual outside occupied space: 8.1e-09
LiH minimum orbital centres z (bohr): -0.0025 2.6383
LiH curvature, real mixing: 2.1529
LiH curvature, imaginary mixing: 1.7036
Smallest rise, 20 random real variations: 2.46e-02
Eigenvalues of Lambda at minimum: -2.447894 -0.304072
LSD orbital energies: -1.754590 -0.127718
Energy rise if canonical orbitals are inserted: 0.0030532
False solution: starting rotation (rad): 0.20
False solution Lambda row 1: -2.366205 0.174261
False solution Lambda row 2: 0.294420 -0.316320
False solution residual outside: 9.3e-07
False solution slope, both spins: difference, formula: 0.480635 0.480635
False solution energy above minimum: 0.046951
H2 pair: separation, bond length (bohr): 4.0 1.4
H2 pair delocalized: PZ energy: -2.075520
H2 pair localized: PZ energy: -2.257501
H2 pair energy gain by localization: 0.181981
H2 pair energy gain by localization (eV): 4.952
Delocalized |<2|v1-v2|1>|: 3.3e-15
Localized |<2|v1-v2|1>|: 9.1e-16
Delocalized curvature, real mixing: -1.6193
Localized curvature, real mixing: 0.9473
Localized curvature, imaginary mixing: 0.7114
Delocalized orbital centres x (bohr): -0.0000 0.0000
Localized orbital centres x (bohr): 2.0190 -2.0190
```
